Which layer of a gate stack reaches its critical field first

Suppose a gate stack has a thin interfacial oxide that withstands 12 MV/cm and, above it, a CeO2 layer that withstands 4 MV/cm. Judged by these two numbers, the CeO2 is the weak layer. For the stack treated below, this conclusion is wrong as long as no charge collects between the layers. The oxide reaches its limit first, when the CeO2 is at about half of its own, and no choice of the two thicknesses changes that order. A thicker CeO2 layer raises the voltage at which the limit is reached, but the oxide still reaches it first. The mistake is to compare critical fields as if the layers shared a common field. Without charge between them, they share something else.

**The model**

Flat layers numbered i = 1, 2, …, N lie between a substrate at zero potential and a gate at potential V > 0. Layer 1 touches the substrate. Layer i has thickness t_i, permittivity ε_i = ε₀k_i and critical field E_c,i, the field at which it is taken to fail. The fields are perpendicular to the layers, and each dielectric is linear. There is no charge inside the layers or at the interfaces between them. The voltage rises from zero, slowly enough for the dielectrics to follow but too fast for leakage to deposit charge. V is the voltage across the dielectrics alone, without any drop inside the electrodes.

Let x run from substrate to gate. The field E and the displacement D are counted positive from gate to substrate, so both are positive when V is. With this sign, E = dφ/dx, where φ is the potential, and Gauss's law for a charge density ρ reads

dD/dx = −ρ.

The minus sign appears because D is counted against the direction of x.

**Why the thicknesses cancel**

With ρ = 0, D does not change inside a layer, and with no sheet charge it does not jump at an interface. A single value of D therefore holds throughout the stack. It equals the charge per unit area on the gate. In each layer

E_i = D/ε_i.

The layer voltages E_i t_i must add up to V:

V = Σ_j E_j t_j = D Σ_j t_j/ε_j.

Solving for D and inserting it in E_i gives

E_i = V / (ε_i S), with S = Σ_j t_j/ε_j.

All thicknesses sit in S, and S is the same for every layer. Changing a thickness at fixed V multiplies all the fields by one common factor. It cannot favour one layer over another.

The same cancellation can be seen in the voltage shares. Layer i takes the fraction (t_i/ε_i)/S of the voltage, so a thicker layer does take a larger share. But the field is voltage divided by thickness, and the t_i that enlarged the share is divided out again.

Layer i is critical when E_i = E_c,i, that is, when D has risen to

D_i* = ε_i E_c,i.

Since D is common and grows from zero in proportion to V, it meets the smallest of these thresholds first:

D* = min over i of (ε_i E_c,i).

The layer with the smallest product of permittivity and critical field is the first to become critical. If two layers share the smallest product, they become critical together. The product has a direct meaning: it is the gate charge per unit area that the layer can stand. The layers are in series and carry the same charge, so the one that tolerates least charge sets the limit.

Linearity is not essential. If D in each layer is any steadily increasing function D_i(E), zero at zero field, the same argument holds with D_i(E_c,i) in place of ε_i E_c,i.

**What the thicknesses do decide**

The voltage at which the first layer becomes critical is

V* = D* S.

This can be written with the equivalent oxide thickness, the thickness of a layer with k = 3.9 that would have the same capacitance per area:

EOT = Σ_j t_j (3.9/k_j) = 3.9 ε₀ S,

so that

V* = D* EOT/(3.9 ε₀).

Thickness thus sets when the limit is reached, not where. If thickness is moved from one layer to another with the EOT held fixed, and every layer remains present, even V* stays the same.

**A CeO2 stack in numbers**

Let layer 1 be an interfacial oxide with k = 3.9, critical field 12 MV/cm and thickness 1 nm, and layer 2 be CeO2 with k = 23, 4 MV/cm and 4 nm. The products are

k₁E_c,1 = 3.9 × 12 = 46.8 MV/cm,
k₂E_c,2 = 23 × 4 = 92.0 MV/cm.

Multiplied by ε₀, these are 4.14 and 8.15 μC/cm². The oxide has three times the critical field of the CeO2, but the CeO2 has almost six times the permittivity, and the permittivity wins. The oxide is critical first, at D* = 4.14 μC/cm².

At that moment the CeO2 field is 46.8/23 = 2.035 MV/cm, which is 0.509 of its critical value. Since 1 MV/cm is 0.1 V/nm, the voltages are

oxide: 1.2 V/nm × 1 nm = 1.200 V,
CeO2: 0.2035 V/nm × 4 nm = 0.814 V,

and V* = 2.014 V. The other route agrees: EOT = 1 + 4 × 3.9/23 = 1.678 nm, and 1.2 V/nm × 1.678 nm = 2.014 V.

Now let the thicknesses vary with the materials held fixed. With 1 nm of oxide and 20 nm of CeO2, V* rises to 5.27 V and the oxide carries 22.8 % of it. With 0.5 nm and 50 nm, V* is 10.8 V and the oxide carries only 5.6 %. In both cases the oxide is still first, and the CeO2 still stands at 0.509 of its critical field. This fraction is the ratio of the two products, 46.8/92.0, which contains no thickness.

Simpler rules use only part of the product. "The lowest critical field fails first" ignores that the fields differ, and it names the wrong layer here. "The largest field fails first" ignores that the limits differ; it names the right layer here, but would fail if the oxide's critical field were above 92.0/3.9 ≈ 24 MV/cm. As a test, the fields were computed by minimizing the electrostatic energy, without assuming a common D, for 300 random stacks of two to five layers. Permittivities ran from 3 to 40, critical fields from 1 to 15 MV/cm and thicknesses from about 0.3 to 32 nm. The smallest product named the first layer in all 300. The lowest critical field did so in 67 %, the largest field in 59 % and the smallest thickness in 31 %. These percentages depend on the ranges sampled and, with 300 stacks, have a statistical uncertainty of about three points, so they do not rank the first two rules against each other. The 31 % is what blind guessing gives for two to five layers (the mean of 1/N is 32 %), as it must if thickness has no say.

**After the first layer fails**

The rule names the first layer to become critical. It does not say that the whole stack breaks down. Suppose layer 1 turns into a short while the voltage is held at V*. Layer 2 then carries all of it:

E₂ = V*/t₂ = E_c,1 t₁/t₂ + ε₁E_c,1/ε₂.

The second term is the field that layer 2 had before; the first is the voltage it inherits, spread over its thickness. Setting E₂ > E_c,2 and solving for t₂ shows that layer 2 is driven past its limit if

t₂ < E_c,1 t₁ / (E_c,2 − ε₁E_c,1/ε₂).

The denominator is positive because layer 1 has the smaller product. Here thickness does matter. With 1 nm of oxide the limit is 12/(4 − 2.035) = 6.11 nm. The 4 nm CeO2 layer is thinner than this; its field jumps to 5.03 MV/cm, and it fails too. A layer thicker than 6.11 nm would stay below its critical field.

This also clarifies the limit of a very thin oxide. However small t₁ is, the model says that the oxide becomes critical first, but the voltage it hands over shrinks with t₁, and its loss then matters little to the CeO2. For a layer one or two atoms thick, a permittivity and a critical field of its own are in any case doubtful notions.

**Charge at the interface**

Let a fixed sheet charge σ per unit area lie between the two layers. Integrating dD/dx = −ρ across it gives D₂ − D₁ = −σ, or

D₁ = D₂ + σ.

Negative charge lowers the displacement in the oxide relative to that in the CeO2. When layer 2 is at its limit, D₂ = ε₂E_c,2 and D₁ = ε₂E_c,2 + σ. Layer 2 is first if this D₁ is still below ε₁E_c,1, which requires

σ < −(ε₂E_c,2 − ε₁E_c,1) = −4.00 μC/cm²,

or 2.5 × 10¹³ trapped electrons per cm². This assumes that the charge alone does not already make a layer critical at zero voltage. A smaller negative charge keeps the order but moves the onset. With D₁ = ε₁E_c,1 and D₂ = ε₁E_c,1 − σ, the voltage across layer 2 grows by −σt₂/ε₂. For 10¹³ electrons per cm² this adds 0.315 V to the 2.014 V, about 16 %.

**When leakage takes over**

Leakage can supply such charge. Give the layers ohmic conductivities γ₁ and γ₂. Current enters the interface from layer 2 and leaves through layer 1, so

dσ/dt = γ₂E₂ − γ₁E₁.

At fixed V, the conditions E₁t₁ + E₂t₂ = V and ε₁E₁ = ε₂E₂ + σ give, with C = ε₁/t₁ + ε₂/t₂,

E₁t₁ = (ε₂V/t₂ + σ)/C,
E₂t₂ = (ε₁V/t₁ − σ)/C.

Inserting these, the terms in dσ/dt that contain σ are −σ(γ₁/t₁ + γ₂/t₂)/C. The charge therefore approaches its final value exponentially, with time constant

τ = (ε₁/t₁ + ε₂/t₂)/(γ₁/t₁ + γ₂/t₂).

Long after τ the current density is common instead of D: γ₁E₁ = γ₂E₂. The layer closest to its limit is then the one with the smallest γ_i E_c,i, and permittivity no longer enters.

Take round model values γ₁ = 10⁻¹⁰ S/cm and γ₂ = 10⁻¹¹ S/cm, for which τ = 8.34 ms, and hold the stack at 1.9 V, below the charge-free onset. The fields start at 11.32 MV/cm in the oxide and 1.92 MV/cm in the CeO2, and drift towards 0.46 and 4.63 MV/cm. After 12.1 ms the CeO2 reaches its critical field, while the oxide has stayed below its own up to that moment. The order has reversed, at a voltage that the charge-free model calls safe. The times belong to the chosen conductivities, which give only about 10⁻³ A/cm² through the oxide at the start. This is far below the tunnelling current estimated in the next section, so the example shows the mechanism and does not predict how fast a real 1 nm oxide would charge the interface.

**The model beside real gate stacks**

An interlayer of about 1 nm under a few nanometres of high-k oxide is typical of transistor gates, which work near 1 V or below, so an onset near 2 V lies outside normal use. The material values are rough, and those of thin CeO2 films depend on how they are made. The order has some margin: if one CeO2 value is changed at a time and all else is fixed, it reverses when the critical field falls below 2.03 MV/cm or when the permittivity falls below 11.7. Critical fields can also depend on thickness, which then enters through E_c,i itself. Real layers may moreover wear out over time below any sharp critical field.

The weakest assumption at these thicknesses is the absence of charge. A rough tunnelling estimate, with a barrier of 3.1 eV, a tunnelling mass of half the electron mass and a metal-like emitter, gives about 4 × 10⁴ A/cm² through the oxide at onset. The estimate keeps only the exponential factor of the transmission, and it is sensitive to its inputs: a change of 0.1 in the tunnelling mass ratio or of 0.1 nm in the oxide thickness moves the current by about a factor of three, and a silicon inversion layer as emitter supplies somewhat less than a metal. The current, and the time and fraction derived from it below, are therefore good to an order of magnitude only. It also assumes that the electrons find empty states beyond the oxide; where these are scarce, the current is smaller. If every electron were captured at the interface, that current would bring the reversing charge in about 0.1 ns. For a pulse of 1 μs at this current, the order is safe only if the net captured fraction stays well below 10⁻⁴. The product rule therefore holds for a nanometre interlayer as long as trapped charge remains small compared with 4 μC/cm², and this has to be established for the device and the pulse in question. The numerical output lists the values used here.

Computed values

```
EXAMPLE: layer 1 interfacial oxide, layer 2 CeO2
layer 1: k = 3.9, thickness = 1.0 nm
  critical field = 12.0 MV/cm
  k*Ec = 46.8 MV/cm
  eps*Ec = 4.144 uC/cm2
  field at onset = 12.000 MV/cm
  voltage at onset = 1.200 V
layer 2: k = 23.0, thickness = 4.0 nm
  critical field = 4.0 MV/cm
  k*Ec = 92.0 MV/cm
  eps*Ec = 8.146 uC/cm2
  field at onset = 2.035 MV/cm
  voltage at onset = 0.814 V
EOT = 1.678 nm
onset voltage = 2.014 V, first critical: layer 1
SWEEP: t1 nm, t2 nm, onset V, layer-1 share %, E2/Ec2, first
   0.5   2.0   1.007   59.6  0.509   layer 1
   1.0   4.0   2.014   59.6  0.509   layer 1
   1.0  20.0   5.270   22.8  0.509   layer 1
   3.0   2.0   4.007   89.8  0.509   layer 1
   0.5  50.0  10.774    5.6  0.509   layer 1
RANDOM STACKS: 300, product rule right in all
  rule 'lowest critical field' right in 67 %
  rule 'largest field' right in 59 %
  rule 'thinnest layer' right in 31 %
NEGLECTED EFFECTS
reversing charge = -4.00 uC/cm2
  = 2.50e+13 electrons/cm2
onset shift for 1e+13 electrons/cm2 = 0.315 V
order reverses if CeO2 Ec < 2.03 MV/cm
order reverses if CeO2 k < 11.7
CeO2 field after interlayer short = 5.03 MV/cm
CeO2 stays below Ec if thicker than 6.11 nm
LEAKAGE MODEL: held at 1.9 V
conductivities = 1e-10, 1e-11 S/cm
relaxation time = 8.34 ms
start fields = 11.32, 1.92 MV/cm
final fields = 0.46, 4.63 MV/cm
CeO2 reaches its critical field after 12.1 ms
TUNNELLING THROUGH INTERLAYER (rough)
barrier = 3.1 eV, mass = 0.5 electron masses
at 1.0 V: current = 2e+04 A/cm2
  time to bring reversing charge = 0.3 ns
at onset: current = 4e+04 A/cm2
  time to bring reversing charge = 0.1 ns
```
